Which Energy Do the Forces in a Smeared Metal Differentiate?

Q: I relax metals with a smearing of a few tenths of an eV, and the code prints an energy extrapolated to zero smearing. I take that as the physical energy, so the forces must be its derivatives. Yet when I displace an atom both ways and difference the extrapolated energy, I miss the printed force slightly. Is my self-consistency too loose?

A: It may be, but tightening it will not in general remove the mismatch. The force is minus the derivative of a different energy, the generalized free energy at the width you ran:

F = E − σS

Here E is the Kohn-Sham energy with fractional occupations, σ the smearing width and S the generalized entropy. I assume a fixed cell, k-mesh, electron number and width, full self-consistency, and a basis that does not move with the atoms, such as plane waves. With atom-centred functions the force also needs the Pulay terms, which account for the moving basis.

Q: Why should an auxiliary quantity like F own the forces? The electrons have an energy E.

A: Because the self-consistent solution makes F stationary, not E. Let state i have k-point weight w_i, level ε_i and occupation f_i (0 when empty, 1 when full), with a factor 2 for spin. Some smearing schemes let f_i stray slightly outside this range. In atomic units,

E = Σ 2w_i f_i ⟨ψ_i|T|ψ_i⟩ + ∫ρ v_ion + E_H[ρ] + E_xc[ρ] + E_ion(R)

ρ = Σ 2w_i f_i |ψ_i|²

where T is the kinetic operator, v_ion the ionic potential, E_H and E_xc the Hartree and exchange-correlation energies, and E_ion the ion-ion energy. I take v_ion to be local; a nonlocal part would enter as an expectation value in the same way.

First vary the orbitals. With H the self-consistent Hamiltonian and Hψ_i = ε_iψ_i,

δE = Σ 2w_i f_i (⟨δψ_i|H|ψ_i⟩ + c.c.) = Σ 2w_i f_i ε_i δ⟨ψ_i|ψ_i⟩ = 0

since the norm stays 1. Next vary one occupation. It multiplies the kinetic energy of its orbital and adds 2w_i|ψ_i|² to the density, which meets the full potential v_ion + v_H + v_xc. Therefore

∂E/∂f_i = 2w_i ⟨ψ_i|H|ψ_i⟩ = 2w_i ε_i

This is not zero. Moving charge between levels changes E at first order, so E is not stationary against occupation changes.

Q: And the entropy repairs that?

A: It is constructed to. Write x_i = (ε_i − μ)/σ, with μ the chemical potential. A smearing scheme is a pair of functions, an occupation f(x) and an entropy density s(x), with S = Σ 2w_i s(x_i), obeying

ds/dx = x df/dx

For Fermi-Dirac smearing σ = kT and s = −f ln f − (1−f) ln(1−f). Then ds/df = ln[(1−f)/f] = x, because (1−f)/f = eˣ. For Gaussian smearing,

f = ½ erfc(x),  s = exp(−x²)/(2√π)

so f′ = −exp(−x²)/√π and s′ = −x exp(−x²)/√π = x f′. For first-order Methfessel-Paxton smearing,

f = ½ erfc(x) − x exp(−x²)/(2√π)

s = (1 − 2x²) exp(−x²)/(4√π)

Differentiation gives f′ = −(3/2 − x²) exp(−x²)/√π. In s′ the polynomial is [−4x − 2x(1 − 2x²)]/4 = −x(3/2 − x²), so again s′ = x f′.

Now treat the x_i as free variables. The orbital part of δF vanishes as before, and the occupation part is

δF = Σ 2w_i ε_i δf_i − σ Σ 2w_i x_i δf_i = Σ 2w_i (ε_i − σx_i) δf_i

At the solution ε_i − σx_i = μ for every state, so

δF = μ Σ 2w_i δf_i = 0

because the electron number is fixed. Stationarity is all we need. In the Methfessel-Paxton scheme f is not monotonic in x, and F need not be a minimum.

Q: So when an atom moves, the orbitals and occupations respond, but their response does not change F at first order.

A: Yes. What survives is the explicit dependence on the atomic coordinate R, through v_ion and E_ion:

dF/dR = ∫ρ (∂v_ion/∂R) + dE_ion/dR

Minus this expression is the Hellmann-Feynman force that the code evaluates. If the reservoir fixed μ instead of the electron number, δF = μδN would remain, and the force would belong to F − μN.

Q: The force formula contains no entropy at all. Doesn't that suggest it belongs to E?

A: It belongs to E if you hold the occupations frozen while the orbitals relax. Then the term Σ 2w_i ε_i δf_i is absent, and the slope of E is the same explicit expression. In an ordinary calculation the occupations do change. From E = F + σS and δs = xδf,

dE/dR = dF/dR + σ dS/dR

σ dS/dR = Σ 2w_i (ε_i − μ) df_i/dR

The formula lacks an entropy term because that term has cancelled against the energy cost of reshuffling electrons.

Q: Fine, E is out. But the extrapolated energy is meant to remove the smearing. Why isn't its slope the force?

A: Look at how it is made. F depends on σ explicitly, and through quantities whose first-order effect vanishes, so

dF/dσ = −S

Suppose that for small widths F(σ) = E_z + cσᵖ, where E_z is the true zero-width energy on a converged mesh. Then S = −pcσᵖ⁻¹ and σS = −pcσᵖ, which gives the estimate

E₀ = F + σS/p = E_z + cσᵖ − cσᵖ = E_z

to leading order. For p = 2 this is the familiar (E + F)/2. Differentiating at fixed σ,

−dE₀/dR = force − (σ/p) dS/dR

The extra term vanishes where symmetry makes S stationary, or where no occupation changes, as in an insulator whose gap is much wider than σ. Elsewhere it generally does not vanish. If your code mixes the energies with another weight a, so that it prints F + aσS, replace 1/p by a.

Q: Where does p come from?

A: From the moments of the broadened step. At fixed potential, one level contributes σ(xf − s) to the band part of F − μN, per spin. Call the bracket a(x). Its derivative is f + xf′ − s′ = f, and its second derivative is −D, with D = −f′ the broadened delta function. Since a(x) vanishes for levels far above μ, it is the unsmeared result min(x, 0) averaged over D:

a(x) = ∫ D(y) min(x − y, 0) dy

Summing over a smooth density of states g(ε), with both spins included, turns this into an average of the unsmeared function Ω_z over shifted chemical potentials:

Ω(μ) = ∫ D(y) Ω_z(μ + σy) dy = Ω_z + (σ²M₂/2) Ω_z″ + (σ⁴M₄/24) Ω_z⁗ + …

Here M_n is the nth moment of D, the odd moments vanish, and Ω_z″ = −g(μ). The second moment is π²/3 for Fermi-Dirac and ½ for Gaussian smearing, so p = 2. For Methfessel-Paxton at first order, M₂ = (3/2)(1/2) − 3/4 = 0 and M₄ = (3/2)(3/4) − 15/8 = −3/4, so p = 4. Readjusting μ and the density does not alter the leading term, because F is stationary with respect to both.

With a free-electron density of states, a Fermi energy of 3 eV and a width of 0.15 eV, the error left in E₀, as a fraction of the error in F, is 0.0013 for Fermi-Dirac, 0.0002 for Gaussian and 0.0008 for Methfessel-Paxton smearing. The expansion needs a smooth g near μ and a mesh that resolves it.

Q: Then the slope of E₀ would be the better zero-width force?

A: In that regime, yes. The printed force is −dE_z/dR − (dc/dR)σᵖ, and the entropy term cancels the second part. So E₀ is a sensible energy, but the printed force has not received the same correction.

Q: Can't the code just add the missing term?

A: It would need the occupation response:

df_i/dR = f′(x_i) (dε_i/dR − dμ/dR)/σ

The level shift dε_i/dR includes the change of the Hartree and exchange-correlation potentials, which is the screening response to the moving atom. That takes a linear-response calculation or finite differences. The ordinary force avoids both because F is stationary.

Q: Show me numbers for a metal.

A: Take bcc sodium in its two-atom cubic cell, with lattice constant 4.20 Å. The body-centre atom is displaced by 0.300 Å along a cube edge, and the displacement repeats in every cell. The calculation uses plane waves to 50 eV, a 6 × 6 × 6 k-mesh, Slater exchange, Wigner correlation and the Ashcroft empty-core potential with a radius of 0.90 Å. Slopes come from further displacements of ±0.005 Å. With Gaussian smearing of 0.30 eV, in eV/Å:

force = −0.133079
−dF/dR = −0.133078
−dE₀/dR = −0.132670
−dE/dR = −0.132262

The slope of F agrees with the force to 0.000001. The slope of E₀ misses by 0.000408, more than a hundred times as much. I quote six decimals because all four numbers come from the same numerical model; as a prediction for sodium the force deserves far fewer.

The miss can be traced. The occupation changes alone, inserted in Σ 2w_i (ε_i − μ) df_i/dR, give σ dS/dR = −0.000815 eV/Å. Then

−dE₀/dR = −0.133079 + 0.000815/2 = −0.132672 eV/Å

which matches the direct difference within 0.000002. With the occupations frozen and the orbitals relaxed, the slope of E returns to −0.133078 eV/Å. The change of occupations is therefore what separates the slopes.

Q: That is 0.3% of the force. Does another smearing scheme make it worse?

A: At the same 0.30 eV, Fermi-Dirac smearing gives a force of −0.134884 and −dE₀/dR = −0.133100 eV/Å, a gap of 0.001783. Its broadened delta function is wider at equal σ, as M₂ shows: π²/3 against ½. A Gaussian widened to 0.77 eV, which has the same M₂σ², gives a similar gap of 0.0020. Equal numerical widths are not equally strong smearing. First-order Methfessel-Paxton gives a gap of 0.000032 on this mesh, but that small value is not converged: it becomes −0.0004 on an 8 × 8 × 8 mesh and +0.0002 on a 12 × 12 × 12 mesh, the same order as the Gaussian gap there. The Fermi-Dirac gap on those meshes is 0.0012 and 0.0014.

On the 6 × 6 × 6 mesh the slopes of E₀ agree better among the schemes than the forces do: they span about 0.0005 eV/Å, while the forces span 0.0022. The 12 × 12 × 12 mesh gives a similar picture, 0.0004 against 0.0016. On the 8 × 8 × 8 mesh the order is reversed, with the slopes of E₀ spanning 0.0018 and the forces 0.0006. The extrapolation removes the scheme dependence from the slope reliably only when the mesh resolves the states near μ.

Q: And halving the width should cut the Gaussian gap by four.

A: That is the leading-order prediction on a resolved mesh. Here, at 0.15 eV, the gap is 0.000156 eV/Å, smaller by a factor of 2.6. On an 8 × 8 × 8 mesh, back at 0.30 eV, it becomes −0.000621 and so changes sign. The gap is not converged with respect to k-points: it is 0.00035 on a 12 × 12 × 12 mesh and about 0.0001 on a 16 × 16 × 16 mesh, and the factor gained by halving the width is 4.5 on 8 × 8 × 8 but 0.9 on 12 × 12 × 12. Raising the cutoff to 80 eV on the 6 × 6 × 6 mesh lowers the gap from 0.00041 to 0.00033. On the 6 × 6 × 6 mesh the sum for σ dS/dR contains positive contributions of about 0.0040 and negative ones of about −0.0048 eV/Å. They largely cancel, so a modest change in the sampling can reverse the sign of the total. The identity for F does not depend on mesh convergence, because it holds for the finite set of k-points you actually use.

Q: How much of this describes real sodium?

A: The lattice constant and core radius are rough typical values, and the local empty-core potential is a crude description of the ion. Changing the core radius to 0.95 Å moves the force by −0.031 eV/Å, almost a quarter of its size. Raising the cutoff to 80 eV moves it by −0.007, and the denser mesh by −0.0014. All three exceed the Gaussian gap. The cutoff is not fully converged at 80 eV either: between 80 and 170 eV the force still moves by about 0.004. For the 0.90 Å core radius I would therefore quote a restoring force of roughly 0.14 eV/Å, and claim no measured value.

The width is also far from a room-temperature electron distribution: kT at 300 K is 0.026 eV, so 0.30 eV read as a Fermi-Dirac temperature would be about 3500 K. Scaling the 6 × 6 × 6 Gaussian gap by M₂σ² would give about 0.00002 eV/Å at 300 K. But that gap is not converged in k, and on this mesh it did not follow σ² when the width was halved, so the figure only illustrates the scaling and is not a prediction for sodium. The calculation also leaves out the thermal motion of the other atoms.

Q: If the gap is below the other errors, why should I care?

A: Because those errors are shared by the force and the energy, whereas this one is an inconsistency between them. Consider the work done against the force in moving the atom from 0 to 0.30 Å. Integrating the force gives 0.020145 eV. Over the same path F rises by 0.020145 eV, E₀ by 0.020081 eV and E by 0.020018 eV. The work matches F.

The same bookkeeping governs molecular dynamics on this surface. With M the atomic mass and v the velocity,

d(½Mv²)/dt = Mv dv/dt = v × force = −dF/dt

so kinetic energy plus F is conserved at fixed σ. If you monitor kinetic energy plus E₀, it changes by the change of σS/p even with perfect integration. Likewise, a line search that takes its energies from E₀ and its slopes from the forces is fed data from two different curves.

Q: In a relaxation, though, both energies should lead me to the same structure.

A: In this sodium cell the undisplaced position is a stationary point of both, by inversion symmetry. Without such symmetry, or when a symmetric structure becomes unstable, the answers can separate. A model with two levels shows it. Let levels at −gR and +gR hold two electrons, with elastic energy ½KR². There is no self-consistent field, and the parameters are round numbers for no particular material. By symmetry μ = 0. With u = gR/(2kT), the lower occupation minus the upper is tanh u, so

E = ½KR² − 2gR tanh u

Each level contributes −2kT ln(1 + exp(−ε/kT)) to F. The product of the two brackets is (1 + exp(2u))(1 + exp(−2u)) = (2 cosh u)², hence

F = ½KR² − 4kT ln(2 cosh u)

Since du/dR = g/(2kT), the force is

−dF/dR = −KR + 2g tanh u

For E₀ we need the entropy slope. From TS = E − F = −2gR tanh u + 4kT ln(2 cosh u), the two terms in tanh u cancel on differentiation, leaving

T dS/dR = −(g²R/kT) sech² u

−dE₀/dR = −KR + 2g tanh u + (g²R/(2kT)) sech² u

Q: The last term pushes toward larger distortion.

A: Yes. Separating the levels reduces the entropy, which F penalizes in full and E₀ only by half. Take g = 1 eV/Å, K = 4 eV/Å² and kT = 0.20 eV. The force vanishes at R = 0.355 Å, which is the minimum of F. The minimum of E₀ is at 0.514 Å, and the zero-width minimum is 2g/K = 0.500 Å. At the minimum of E₀, u = 1.284 and tanh u = 0.858, so the force is

−4 × 0.5137 + 2 × 0.858 = −0.34 eV/Å

An optimizer following forces would not stop there.

Q: So E₀ nearly finds the right structure, and the forces find the wrong one?

A: With these parameters, if zero width is your target. But two discrete levels have no smooth density of states, so the power-law argument gives no guarantee. Look near R = 0, where tanh u ≈ u and sech² u ≈ 1. The curvatures are

F″(0) = K − g²/kT

E₀″(0) = K − 3g²/(2kT)

The undistorted structure is unstable on F for kT below g²/K = 0.25 eV, and on E₀ for kT below 0.375 eV. Between those widths the forces restore R = 0 while E₀ falls away from it: the two disagree about whether the distortion happens at all. In the opposite limit, kT much smaller than gR, sech² u ≈ 4 exp(−gR/kT), and the disagreement at finite R disappears exponentially.

Q: Then what should I do differently?

A: When you test forces by finite differences, difference F, with width, mesh, cell and basis settings held fixed. Converge the density tightly: the force is linear in the density, so its error is first order in the density error, whereas a variationally evaluated F has only a second-order error. Use F for line searches and for the conserved energy in dynamics. For an energy difference at zero width, use E₀ at the relaxed geometries, once the mesh resolves the states near μ.

Then check whether the geometry itself depends on the width. Reduce σ and refine the mesh together until the forces, or the relaxed positions, change by less than you need. If a distortion appears or disappears as σ changes, extrapolating the energy at one fixed geometry does not settle the structure. And if you want the electrons at a real temperature, use Fermi-Dirac occupations with σ = kT. Within the mean-field description, with the electrons in equilibrium at each atomic position, F is then the electronic free energy you want, and its forces need no extrapolation.

Q: So my mismatch was the entropy slope divided by p.

A: That is the hypothesis to test. Difference F from the same runs. If it matches the force and E₀ does not, you have your explanation; if F also misses, look at convergence, the step size or the basis terms. The numerical output below lists the main sodium and two-level values for comparison.

Calculated quantities

```
SODIUM: INPUTS
lattice constant = 4.20 angstrom; core radius = 0.90 angstrom
cutoff = 50 eV; k-mesh = 6 x 6 x 6
displacement = 0.300 angstrom; difference step = 0.005 angstrom
SODIUM: FORCE AND MINUS NUMERICAL SLOPES, eV/angstrom
gaussian, width 0.30 eV: force = -0.133079
  -dF/dR = -0.133078; -dE/dR = -0.132262; -dE0/dR = -0.132670
  (-dE0/dR) - force = 0.000408; sigma dS/dR from occupations = -0.000815
fermi, width 0.30 eV: force = -0.134884
  -dF/dR = -0.134883; -dE/dR = -0.131317; -dE0/dR = -0.133100
  (-dE0/dR) - force = 0.001783; sigma dS/dR from occupations = -0.003565
mp1, width 0.30 eV: force = -0.132672
  -dF/dR = -0.132671; -dE/dR = -0.132545; -dE0/dR = -0.132640
  (-dE0/dR) - force = 0.000032; sigma dS/dR from occupations = -0.000126
gaussian, width 0.15 eV: force = -0.132774
  -dF/dR = -0.132774; -dE/dR = -0.132463; -dE0/dR = -0.132618
  (-dE0/dR) - force = 0.000156; sigma dS/dR from occupations = -0.000310
SODIUM: GAUSSIAN, MAIN WIDTH, FURTHER TESTS
F = -13.277841 eV; E = -13.224377 eV; E0 = -13.251109 eV per cell
sigma S = 0.053463 eV per cell
-dE/dR at frozen occupations = -0.133078 eV/angstrom
S = 0.178210; -dF/dsigma = 0.178169 (dimensionless)
work against force from 0 to 0.30 angstrom = 0.020145 eV
rise of F = 0.020145 eV; of E = 0.020018 eV; of E0 = 0.020081 eV
SODIUM: SENSITIVITY OF THE GAUSSIAN RESULT, eV/angstrom
8 x 8 x 8 mesh: force = -0.134492; (-dE0/dR) - force = -0.000621
80 eV cutoff: force change = -0.007294
core radius 0.95 angstrom: force change = -0.031260
300 K: kT = 0.02585 eV; width-squared estimate of the same force gap = 0.0000200
TWO-LEVEL MODEL (Fermi-Dirac)
g = 1.0 eV/angstrom; K = 4.0 eV/angstrom^2; kT = 0.20 eV
zero of force at R = 0.3552 angstrom; minimum of F = 0.3552 angstrom
minimum of E0 = 0.5137 angstrom; zero-width minimum = 0.5000 angstrom
force at minimum of E0 = -0.3397 eV/angstrom
EXTRAPOLATION TEST: FREE-ELECTRON DENSITY OF STATES
Fermi energy = 3.00 eV; width = 0.15 eV
fermi: p = 2; |error of E0 / error of F| = 0.00126
gaussian: p = 2; |error of E0 / error of F| = 0.00016
mp1: p = 4; |error of E0 / error of F| = 0.00079
```
